\section*{Depth of silica traps probed per decade of frequency by elastic tunnelling}

\section*{Problem}

Electrons in the conduction band of silicon tunnel into and out of traps in the adjoining silica. The exchange is elastic: an electron enters a trap from a silicon state of the same energy. Measured from that energy, the oxide barrier is $\Phi=3.1$ eV high and flat, and the electron mass in the oxide is $m=0.42\,m_0$, with $m_0$ the free-electron mass. A small alternating signal of angular frequency $\omega=2\pi f$ moves the silicon Fermi level relative to the trap levels. Traps that exchange electrons quickly follow the signal; slow ones do not. Let the probed depth $x_\omega$ be the depth at which the exchange time $\tau(x)$ satisfies $\omega\tau=1$. By how much does $x_\omega$ grow when the frequency is lowered tenfold?

\section*{A tempting solution}

Inside the barrier the wave function obeys
\begin{equation}
-\frac{\hbar^2}{2m}\psi''+\Phi\,\psi=0,
\qquad\text{so}\qquad
\psi''=\kappa^2\psi,\qquad
\kappa=\frac{\sqrt{2m\Phi}}{\hbar}=5.846\ \mathrm{nm^{-1}} .
\label{kappa}
\end{equation}
A silicon electron therefore reaches a trap at depth $x$ through a tail proportional to $\exp(-\kappa x)$. The contact between trap and silicon is weakened by this factor, so the exchange should be slowed by its inverse, $\tau=\tau_0\exp(\kappa x)$. The condition $\omega\tau=1$ then gives $x_\omega=\ln(1/\omega\tau_0)/\kappa$, and a tenfold decrease of $\omega$ adds
\[
\frac{\ln 10}{\kappa}=\frac{2.303}{5.846\ \mathrm{nm^{-1}}}=0.394\ \mathrm{nm}.
\]

\section*{Where it fails}

The decay constant is right, and so is the use of $\omega\tau=1$. The fault lies in the step from the tail to the time. The factor $\exp(-\kappa x)$ belongs to an amplitude, whereas $1/\tau$ is a probability per unit time. A probability current is quadratic in the wave function, so the rate must carry the square of the tail. To see that nothing else in the rate depends strongly on depth, one has to calculate the current.

\section*{The rate without sideways motion}

Let $z$ be the coordinate normal to the interface, with silicon at $z<0$, oxide at $z>0$ and the trap at $z=x$. The trap level lies at $E>0$ above the silicon band edge. This condition matters: a level in the gap has no propagating silicon state at its own energy, and elastic exchange is then impossible.

Take first one dimension and a trap of very short range. Its normalized orbital is $\sqrt{\kappa}\,\exp(-\kappa|z-x|)$. Between the interface and the trap this equals $a\exp(\kappa z)$, with $a=\sqrt{\kappa}\exp(-\kappa x)$. The interface adds a reflected part, and in silicon the wave runs away from the oxide:
\begin{align}
\psi&=a\left[\exp(\kappa z)+r\exp(-\kappa z)\right], & 0<z<x,\\
\psi&=a\,t\,\exp(-ikz), & z<0 .
\end{align}
With time dependence $\exp(-iEt'/\hbar)$, where $t'$ is time, the second line is a wave moving towards negative $z$. Let $m_\perp$ be the silicon mass normal to the interface, so that $k=\sqrt{2m_\perp E}/\hbar$. The usual matching conditions, which conserve current, make $\psi$ and $\psi'/\text{mass}$ continuous at $z=0$:
\begin{equation}
1+r=t,\qquad \frac{\kappa}{m}(1-r)=-\frac{ik}{m_\perp}\,t .
\end{equation}
Define $\eta=(k/m_\perp)/(\kappa/m)$. The second condition becomes $1-r=-i\eta t$. Adding it to the first gives $2=t(1-i\eta)$, hence $|t|^2=4/(1+\eta^2)$.

The probability leaving per unit time is the speed in silicon times the density there. Since the orbital has unit norm, this is the escape rate $\Gamma$:
\begin{equation}
\Gamma=\frac{\hbar k}{m_\perp}\,|a t|^2
=\frac{\hbar k}{m_\perp}\,\frac{4\kappa}{1+\eta^2}\exp(-2\kappa x).
\end{equation}
The reflected wave alters the orbital at the trap by a relative amount of order $\exp(-2\kappa x)$, which is neglected. Now $\hbar k/m_\perp=\eta\hbar\kappa/m$ and $\hbar^2\kappa^2/m=2\Phi$, so
\begin{equation}
\hbar\Gamma=\frac{8\Phi\,\eta}{1+\eta^2}\exp(-2\kappa x).
\label{oned}
\end{equation}
The square has entered through $|a|^2$, and the prefactor does not contain $x$.

For a numerical case take $E=0.03$ eV and $m_\perp=0.916\,m_0$, the normal mass of the lowest valleys at a (100) silicon surface. Then $k=0.849\ \mathrm{nm^{-1}}$ and
\[
\eta=\frac{0.849/0.916}{5.846/0.42}=0.0666 .
\]
At $x=1.2$ nm, equation \eqref{oned} gives $\hbar\Gamma=1.327\times10^{-6}$ eV. The width can also be found without the matching argument. One puts the Hamiltonian on a grid of spacing 0.01 nm, imposes an outgoing wave on the silicon side, and finds the complex energy $E-i\hbar\Gamma/2$ of the trap state. This gives $1.328\times10^{-6}$ eV. For a different trap, a square well 0.2 nm wide, the grid widths at depths of 0.9 and 1.5 nm correspond to a decay constant of $11.680\ \mathrm{nm^{-1}}$. This is close to $2\kappa=11.692\ \mathrm{nm^{-1}}$ and far from $\kappa$.

\section*{The rate with sideways motion}

A real trap is small in all three directions, and an electron leaving it may move along the interface. The normalized orbital of a point-like trap is
\begin{equation}
\psi(r)=\sqrt{\frac{\kappa}{2\pi}}\;\frac{\exp(-\kappa r)}{r},
\qquad
\int_0^\infty 4\pi r^2\psi^2\,dr=2\kappa\int_0^\infty \exp(-2\kappa r)\,dr=1 .
\end{equation}
Resolve it into waves of wavevector $\mathbf q$ along the interface. The function $g=\exp(-\kappa r)/r$ satisfies $(\nabla^2-\kappa^2)g=-4\pi\delta(\mathbf r)$. A Fourier transform in the plane turns this into
\begin{equation}
\left(\frac{d^2}{du^2}-\kappa_q^2\right)g_q(u)=-4\pi\delta(u),
\qquad \kappa_q^2=\kappa^2+q^2,
\end{equation}
where $u$ is the normal distance from the trap. The decaying solution is $A\exp(-\kappa_q|u|)$. Its slope jumps by $-2\kappa_qA=-4\pi$, so $A=2\pi/\kappa_q$. At the interface, $|u|=x$, the component of the orbital is therefore
\begin{equation}
\phi_q=\sqrt{\frac{\kappa}{2\pi}}\,\frac{2\pi}{\kappa_q}\exp(-\kappa_qx),
\qquad
|\phi_q|^2=\frac{2\pi\kappa}{\kappa_q^2}\exp(-2\kappa_qx).
\end{equation}

A flat interface conserves $\mathbf q$, so each component is transmitted as in one dimension, with $\kappa$ replaced by $\kappa_q$ and $k$ by $k_q$. Energy conservation in silicon reads
\begin{equation}
E=\frac{\hbar^2q^2}{2m_\parallel}+\frac{\hbar^2k_q^2}{2m_\perp},
\end{equation}
with $m_\parallel$ the mass along the interface. It allows $q$ up to $q_{\max}=\sqrt{2m_\parallel E}/\hbar$. Put $\eta_q=(k_q/m_\perp)/(\kappa_q/m)$ and sum the currents:
\begin{align}
\hbar\Gamma&=\int\!\frac{d^2q}{(2\pi)^2}\,\frac{\hbar^2k_q}{m_\perp}\,\frac{4}{1+\eta_q^2}\,|\phi_q|^2\nonumber\\
&=\kappa\int_0^{q_{\max}}\! q\,dq\;\frac{\hbar^2\eta_q\kappa_q}{m}\,\frac{4}{1+\eta_q^2}\,\frac{\exp(-2\kappa_qx)}{\kappa_q^2}\nonumber\\
&=\frac{8\Phi}{\kappa}\int_0^{q_{\max}}\! q\,dq\;\frac{\eta_q}{1+\eta_q^2}\,\frac{\exp(-2\kappa_qx)}{\kappa_q}.
\label{threed}
\end{align}
The second line uses $d^2q=2\pi q\,dq$ and $\hbar^2k_q/m_\perp=\hbar^2\eta_q\kappa_q/m$; the third uses $\hbar^2\kappa/m=2\Phi/\kappa$.

The depth now enters through $\kappa_q$, which varies over the integral, but very little. With $m_\parallel=0.19\,m_0$ one has $q_{\max}=0.387\ \mathrm{nm^{-1}}$, and
\[
\kappa_q-\kappa\le\frac{q_{\max}^2}{2\kappa}=\frac{0.150}{11.69}\ \mathrm{nm^{-1}}=0.013\ \mathrm{nm^{-1}},
\]
about 0.2\% of $\kappa$. Replacing $\kappa_q$ by $\kappa$ in the exponent gives
\begin{equation}
\tau(x)=\frac1\Gamma=\tau_0\exp(2\kappa x),\qquad
\frac1{\tau_0}=\frac{8\Phi}{\hbar\kappa}\int_0^{q_{\max}}\frac{\eta_q\,q\,dq}{(1+\eta_q^2)\,\kappa_q}.
\label{tau}
\end{equation}
Numerical quadrature yields $\tau_0=2.74\times10^{-13}$ s for exchange with one valley; a second valley with the same masses would halve it and add 0.06 nm to every depth found below. At 1 nm the law \eqref{tau} gives a rate of $3.05\times10^7\ \mathrm{s^{-1}}$, and the full integral \eqref{threed} gives $3.02\times10^7\ \mathrm{s^{-1}}$.

\section*{From the rate to the probed depth}

Let $f_t$ be the occupation of the trap and $f_F$ that of the silicon states at the same energy. Filling needs an occupied silicon state and an empty trap; emptying needs the reverse. Both have the same rate constant $\Gamma$, if spin degeneracy is left aside:
\begin{equation}
\frac{df_t}{dt'}=\Gamma f_F(1-f_t)-\Gamma(1-f_F)f_t=\Gamma\,(f_F-f_t).
\end{equation}
The products $f_Ff_t$ cancel, so the relaxation time is $\tau=1/\Gamma$ whatever the occupation. For a small modulation $\delta f_F\exp(i\omega t')$, the trap responds with
\begin{equation}
\frac{\delta f_t}{\delta f_F}=\frac{1}{1+i\omega\tau}
=\frac{1}{1+\omega^2\tau^2}-i\,\frac{\omega\tau}{1+\omega^2\tau^2}.
\label{response}
\end{equation}
The first term is the part that follows in phase, and the second is the loss. At $\omega\tau=1$ the in-phase part has fallen to one half and the loss is greatest. Inserting \eqref{tau} gives
\begin{equation}
x_\omega=\frac{1}{2\kappa}\ln\frac{1}{\omega\tau_0},
\qquad
\Delta=x_{\omega/10}-x_\omega=\frac{\ln10}{2\kappa}
=\frac{2.303}{11.692\ \mathrm{nm^{-1}}}=0.197\ \mathrm{nm}.
\label{step}
\end{equation}
Each tenfold decrease in frequency thus probes about 0.20 nm deeper, half the tempting answer.

The time $\tau_0$ cancels in $\Delta$. So does the choice of criterion: setting $\omega\tau=c$ with another constant $c$ adds $\ln c/(2\kappa)$ to every depth and leaves the differences unchanged.

\section*{How sharp is the depth?}

The response does not stop abruptly at $x_\omega$. Since $\omega\tau=\exp[2\kappa(x-x_\omega)]$, the loss in \eqref{response} becomes
\begin{equation}
\frac{\omega\tau}{1+\omega^2\tau^2}=\frac{1}{2\cosh[2\kappa(x-x_\omega)]}.
\end{equation}
It falls to half its peak where the hyperbolic cosine equals 2. The full width is $\operatorname{arccosh}(2)/\kappa=1.317/5.846$ nm $=0.225$ nm, slightly more than one step. Measurements one decade apart therefore see overlapping layers. This width holds for traps of one energy. With free silicon waves $\tau_0$ varies nearly as $E^{-3/2}$, from $1.4\times10^{-12}$ s at 0.01 eV to $4.5\times10^{-14}$ s at 0.1 eV, and the signal samples energies within a few $kT$ of the Fermi level. At 300 K, with the Fermi level within 0.03 eV of the band edge, this broadens the profile to about 0.4 nm and leaves $\Delta$ unchanged.

For traps of uniform density $N$ per volume and energy, the in-phase part gives the number that follow per area and energy. With $s=\omega^2\tau_0^2\exp(4\kappa x)$, $dx=ds/(4\kappa s)$ and $s_0=\omega^2\tau_0^2$,
\begin{equation}
N\int_0^\infty\frac{dx}{1+\omega^2\tau^2}
=\frac{N}{4\kappa}\int_{s_0}^\infty\frac{ds}{s(1+s)}
=\frac{N}{4\kappa}\ln\!\left(1+\frac{1}{\omega^2\tau_0^2}\right).
\label{count}
\end{equation}
There are two limits. For $\omega\tau_0\ll1$ the result is $Nx_\omega$, as if all traps up to $x_\omega$ followed and none beyond, and each decade adds $N\Delta$. For $\omega\tau_0\gg1$ it becomes $N/(4\kappa\omega^2\tau_0^2)$: even traps at the interface lag, and the notion of a probed depth fails. With the $\tau_0$ found above, the crossover $\omega\tau_0=1$ lies near $6\times10^{11}$ Hz, far above the frequencies considered here. This is an order of magnitude only, because within a few tenths of a nanometre of the interface the neglected reflected wave alters both the rate and the trap level.

\section*{Numbers for a silicon surface in accumulation}

Consider (100) silicon at 300 K under 10 nm of silica. For a first estimate of the depths, keep the free silicon waves and $E=0.03$ eV used above; the confinement of the accumulation layer is left to the last section. At 1 MHz, $\omega\tau_0=2\pi\times10^6\times2.74\times10^{-13}=1.72\times10^{-6}$, so
\[
x_\omega=\frac{\ln\left[1/(1.72\times10^{-6})\right]}{11.692\ \mathrm{nm^{-1}}}=\frac{13.27}{11.692}\ \mathrm{nm}=1.135\ \mathrm{nm}.
\]
Solving $\Gamma(x)=\omega$ with the full rate \eqref{threed} gives the middle column below. The last column belongs to an oxide field discussed next.
\begin{center}
\begin{tabular}{rcc}
$f$ & $x_\omega$, flat barrier (nm) & $x_\omega$, 2 MV/cm (nm)\\
1 MHz & 1.134 & 1.154\\
1 kHz & 1.724 & 1.772\\
1 Hz & 2.315 & 2.406
\end{tabular}
\end{center}
Six decades span $2.315-1.134=1.181$ nm, or 0.197 nm each. All these depths are more than three times closer to the silicon than to the gate, so exchange with the gate may be neglected. For a round density $N=10^{18}\ \mathrm{cm^{-3}\,eV^{-1}}$, each decade adds $10^{18}\times1.97\times10^{-8}=1.97\times10^{10}$ traps per $\mathrm{cm^2}$ and eV.

\section*{A sloping barrier}

Accumulation requires a field $F$ in the oxide. With the sign that draws electrons to the silicon surface, it lowers the barrier with depth to $\Phi-eFz$, where $e$ is the elementary charge. In the semiclassical approximation the exponent $2\kappa x$ becomes $2\int_0^x\kappa(z)\,dz$. Its slope is $2\kappa(x)$, so the local step is
\begin{equation}
\Delta(x)\simeq\frac{\ln10}{2\kappa\sqrt{1-eFx/\Phi}} .
\end{equation}
The step now grows with depth. The barrier factor can also be found without this approximation, from the wave equation for motion normal to the interface. With $L=\Phi/(eF)$ it reads $\psi''=\kappa^2(1-z/L)\psi$, and the solution that decays from the trap towards silicon is the Airy function $\mathrm{Ai}[(\kappa^2/L)^{1/3}(L-z)]$. Its squared ratio between trap and interface replaces $\exp(2\kappa x)$, and the last column of the table was obtained in this way. This keeps the amplitude of the orbital at the trap as on the flat barrier, although $|\phi_q|^2$ there scales as $1/\kappa(x)$. Including this factor and the sideways motion raises the three depths to 1.156, 1.777 and 2.412 nm and leaves the steps quoted below unchanged.

For $F=2$ MV/cm, with $\tau_0$ and the trap energy $E$ held fixed, the Airy solution gives steps of 0.205 nm between 1 MHz and 100 kHz and 0.213 nm between 10 Hz and 1 Hz. The local formula, taken at the middle of each interval, gives 0.205 and 0.213 nm as well.

\section*{Beside real devices}

The barrier, mass and field are rough typical values for silicon under thermal silica in accumulation; the trap density is a round number and varies widely with processing. The field of 2 MV/cm holds $4.3\times10^{12}$ electrons per $\mathrm{cm^2}$. If they all filled one subband in two valleys, the Fermi level would lie 0.016 eV above its bottom, less than $kT=0.026$ eV. At 300 K this overestimates it: in a self-consistent potential the lowest subband holds only about half of the electrons, much of the rest going to the other four valleys, and the Fermi level lies about 0.01 eV below its bottom. The layer is at the onset of degeneracy. The layer is also confined. A triangular well with the corresponding silicon field puts the lowest level 0.13 eV above the band edge, an upper estimate because the electrons screen the field. If the 3.1 eV were measured from the band edge, the barrier above that level would be 2.97 eV and the step 0.201 nm. Elastic exchange then requires a trap level above the bottom of the lowest subband, not merely above the band edge. Confinement also replaces the free silicon waves assumed in \eqref{tau}, so $\tau_0$ and the depths in the table are rough estimates. A $\tau_0$ ten times shorter, for example, would make every depth on the flat barrier one step, or 0.20 nm, larger without changing $\Delta$.

The mass must be used with the dispersion law to which it belongs. If the oxide were described by two bands separated by 9 eV, $\kappa^2$ would acquire a factor $1-\Phi/(9\ \mathrm{eV})$. Keeping 0.42 in that law would give a step of 0.243 nm. The mass itself is uncertain: in the parabolic law, values of 0.30 and 0.50 give steps of 0.233 and 0.181 nm, so for a real oxide the step is known only as about 0.2 nm.

Real traps may also break the assumption of elasticity. Charge capture in silica can be accompanied by a rearrangement of the surrounding atoms. In the simplest estimate, a thermal barrier $E_a$ multiplies $\tau$ by $\exp(E_a/kT)$; changes in the prefactor are left out. For $E_a=0.3$ eV at 300 K this is 5.0 decades, and every depth shrinks by 0.99 nm; at 1 MHz merely 0.14 nm would remain. This last number is only indicative: it is shorter than a silicon--oxygen bond, about 0.16 nm, and a change in the prefactor could shift it by a comparable amount. A barrier common to all traps leaves $\Delta$ intact. With a spread of barriers, the traps that share one value still follow to a depth that grows by $\Delta$ per decade, but this depth differs from one value to the next: a change of $kT\ln10=0.060$ eV in the barrier alters $\tau$ as much as one whole step in depth. A frequency then no longer belongs to a single depth, and it cannot be converted to depth without separate knowledge of the barriers, for instance from measurements at several temperatures.
